# Net carrier density of Weyl nodes and chemical potential at fixed doping

## Definitions and conventions

An isotropic, untilted Weyl node has the Hamiltonian \(H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k\), where \(\mathbf k\) is measured from the node. Since \(H^2=(\hbar v k)^2\) and \(H\) has zero trace, its energies are

\[
E_\pm(\mathbf k)=\pm\hbar v k .
\]

Energy and chemical potential \(\mu\) are measured from the node. The Fermi function is \(f(E)=1/[e^{(E-\mu)/kT}+1]\); in the product \(kT\), \(k\) is Boltzmann's constant.

Electrons are occupied states of the upper cone and holes are empty states of the lower cone, with densities \(n_e\) and \(n_h\). The quantity derived here is the **net density** \(n=n_e-n_h\), not the total number of mobile carriers. Charge neutrality ties \(n\) to the ionised donor density minus the ionised acceptor density, so "fixed doping" means fixed \(n\).

The electrons are independent, the cones are taken as linear over the whole thermal energy range, and no other band contributes. Within this model,

\[
n=\frac{\mu^3+\pi^2(kT)^2\mu}{6\pi^2\hbar^3v^3}
\]

for one node, at any \(\mu\) and \(T\).

## One node at zero temperature

For \(\mu>0\) the occupied upper states fill a sphere of radius \(k_F=\mu/\hbar v\). A node has one state per \(\mathbf k\) in each band, so

\[
n=\frac{1}{(2\pi)^3}\frac{4\pi}{3}k_F^3
=\frac{\mu^3}{6\pi^2(\hbar v)^3}.
\]

For \(\mu<0\) the same sphere is empty in the lower cone. Then \(n=-|\mu|^3/[6\pi^2(\hbar v)^3]\), which is the same expression. It is convenient to define the odd function

\[
N(E)=C E^3,\qquad C=\frac{1}{6\pi^2(\hbar v)^3}.
\]

For \(E>0\), \(N(E)\) is the number of upper states per volume between the node and \(E\). By mirror symmetry it also counts the lower states between \(-E\) and the node.

## The node at finite temperature

The lower cone has no bottom in this model, so its total occupation diverges. The net density is finite because the filled lower cone is subtracted before integration:

\[
n=\int\frac{d^3k}{(2\pi)^3}\left\{f(E_+)-[1-f(E_-)]\right\}.
\]

The probability that a lower state at \(-E\) is empty is

\[
1-f(-E)=1-\frac1{e^{(-E-\mu)/kT}+1}
=\frac{1}{e^{(E+\mu)/kT}+1}.
\]

Holes therefore obey the electron formula with \(\mu\) replaced by \(-\mu\). Let \(W(\varepsilon)\) be minus the derivative of \(1/(e^{\varepsilon/kT}+1)\) with respect to \(\varepsilon\). It is positive and even. Integration by parts gives

\[
n_e=\int_0^\infty N'(E)f(E)\,dE
=\int_0^\infty N(E)W(E-\mu)\,dE.
\]

The boundary term vanishes at zero because \(N(0)=0\), and at infinity because \(f\) decays exponentially. Likewise,

\[
n_h=\int_0^\infty N(E)W(E+\mu)\,dE
=-\int_{-\infty}^{0}N(E)W(E-\mu)\,dE.
\]

The second form follows from \(E\to-E\), with \(N\) odd and \(W\) even. Subtraction joins the two half-lines:

\[
n=\int_{-\infty}^{\infty}N(E)W(E-\mu)\,dE.
\]

Now set \(E=\mu+kTx\). The weight becomes

\[
W\,dE=w(x)\,dx,\qquad
w(x)=-\frac{d}{dx}\frac1{e^x+1}=\frac1{4\cosh^2(x/2)}.
\]

Its integral is the drop of \(1/(e^x+1)\) from 1 to 0, so \(w\) is normalised. Denoting its average by angle brackets,

\[
\begin{aligned}
n&=C\langle(\mu+kTx)^3\rangle\\
&=C[\mu^3+3\mu^2kT\langle x\rangle
+3\mu(kT)^2\langle x^2\rangle+(kT)^3\langle x^3\rangle].
\end{aligned}
\]

The odd moments vanish because \(w\) is even. One number remains.

### The second moment

Evenness and one integration by parts give

\[
\langle x^2\rangle=2\int_0^\infty x^2w(x)\,dx
=4\int_0^\infty\frac{x}{e^x+1}\,dx.
\]

A finite geometric sum gives

\[
\frac1{e^x+1}=\sum_{m=1}^{M}(-1)^{m+1}e^{-mx}
+(-1)^M\frac{e^{-Mx}}{e^x+1}.
\]

Multiplied by \(x\) and integrated, the last term has magnitude below \(\int_0^\infty xe^{-(M+1)x}dx=1/(M+1)^2\), which tends to zero. The other terms use \(\int_0^\infty xe^{-mx}dx=1/m^2\). Hence

\[
\langle x^2\rangle=4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}.
\]

To sum the series, expand \(x^2\) on \([-\pi,\pi]\) in cosines. Its mean is \(\pi^2/3\), and two integrations by parts give the coefficients

\[
\frac2\pi\int_0^\pi x^2\cos(mx)\,dx=\frac{4(-1)^m}{m^2}.
\]

The Fourier series converges absolutely to this continuous function. At \(x=0\),

\[
0=\frac{\pi^2}{3}+4\sum_{m=1}^\infty\frac{(-1)^m}{m^2},
\]

so \(\langle x^2\rangle=\pi^2/3\). Quadrature of \(x^2w(x)\) gives 3.28986813, in agreement. Inserting the moment yields

\[
n=C[\mu^3+\pi^2(kT)^2\mu],
\]

which is the stated density.

### Limits and the role of holes

At \(T=0\) the sphere result returns. At \(\mu=0\), \(n=0\), although equal numbers of electrons and holes are thermally excited. For \(|\mu|\ll kT\), the linear term gives \(n\simeq\mu(kT)^2/[6(\hbar v)^3]\).

The polynomial belongs to the difference \(n_e-n_h\). The electron density alone tends to zero as \(\mu\to-\infty\), which no nonzero polynomial can do. For \(\mu>0\), the hole density satisfies

\[
\begin{aligned}
n_h&=\frac1{2\pi^2(\hbar v)^3}
\int_0^\infty\frac{E^2\,dE}{e^{(E+\mu)/kT}+1}\\
&<\frac{(kT)^3}{\pi^2(\hbar v)^3}e^{-\mu/kT}.
\end{aligned}
\]

Thus \(n_e\) equals the polynomial plus a term that is exponentially small when \(\mu\gg kT\). In the net density this term cancels.

## Several nodes, anisotropy and tilt

For \(g\) identical nodes at one energy, multiply \(n\) by \(g\). An anisotropic node has \(H=\hbar\sum_{ij}\sigma_iA_{ij}k_j\). The substitution \(\mathbf q=A\mathbf k\) restores a round cone, with \(d^3k=d^3q/|\det A|\). Therefore \(v^3\) is replaced by \(|\det A|\), or by \(v_xv_yv_z\) for principal velocities.

As a test from the definition, the eigenvalues of \(H\) were summed over a three-dimensional \(\mathbf k\) grid with \(\hbar=1\), \(kT=1\), \(\mu=1.5\) and

\[
A=\begin{pmatrix}1&0.3&0\\0&0.8&0.2\\0.1&0&0.6\end{pmatrix}.
\]

The ratio of this sum to the formula was 1.000000000.

A tilt changes the energies to \(E_\pm=\hbar v(\tau k_z\pm k)\). For \(|\tau|<1\) the upper surface of energy \(E>0\) has radius \(k=E/[\hbar v(1+\tau u)]\), where \(u=\cos\theta\). Relative to the untilted sphere, its volume is

\[
\begin{aligned}
\frac12\int_{-1}^{1}\frac{du}{(1+\tau u)^3}
&=\frac1{4\tau}\left[\frac1{(1-\tau)^2}-\frac1{(1+\tau)^2}\right]\\
&=\frac1{(1-\tau^2)^2}.
\end{aligned}
\]

The lower cone gives the same factor after \(u\to-u\). Thus \(N(E)\) remains an odd cubic, and the density is multiplied by \((1-\tau^2)^{-2}\). The factor tends to one without tilt and diverges at \(|\tau|=1\), where the pocket ceases to be closed. A grid sum at \(\tau=0.3\), for the isotropic node with \(v=1\) and the same \(\mu\) and \(kT\), again gave the ratio 1.000000000.

Nodes at different energies must be summed separately. For two otherwise identical nodes at \(+\delta\) and \(-\delta\),

\[
(\mu-\delta)^3+(\mu+\delta)^3=2\mu^3+6\delta^2\mu,
\]

so their joint density is

\[
n=2C\left\{\mu^3+[\pi^2(kT)^2+3\delta^2]\mu\right\}.
\]

An energy offset acts like an extra, temperature-independent thermal term. Setting \(\delta=0\) recovers two equal nodes.

## Chemical potential at fixed doping

Return to \(g\) identical, untilted nodes at one energy. Let \(E_F\) denote \(\mu\) at \(T=0\). Then

\[
E_F^3=\frac{6\pi^2(\hbar v)^3n}{g},
\qquad
\mu^3+\pi^2(kT)^2\mu=E_F^3.
\]

The left side of the second equation increases with \(\mu\), so there is one real root. Write \(p=\pi kT\) and \(\mu=(2p/\sqrt3)\sinh\theta\). Then

\[
\begin{aligned}
\mu^3+p^2\mu
&=\frac{8p^3}{3\sqrt3}\sinh^3\theta+\frac{2p^3}{\sqrt3}\sinh\theta\\
&=\frac{2p^3}{3\sqrt3}(4\sinh^3\theta+3\sinh\theta)\\
&=\frac{2p^3}{3\sqrt3}\sinh3\theta.
\end{aligned}
\]

Equating this to \(E_F^3\) and solving for \(\theta\) gives

\[
\mu=\frac{2\pi kT}{\sqrt3}
\sinh\left\{\frac13\operatorname{arsinh}
\left[\frac{3\sqrt3}{2}\left(\frac{E_F}{\pi kT}\right)^3\right]\right\}.
\]

Differentiating the cubic at fixed \(n\),

\[
[3\mu^2+\pi^2(kT)^2]\frac{d\mu}{dT}+2\pi^2k^2T\mu=0,
\]

hence

\[
\frac{d\mu}{dT}=-\frac{2\pi^2k^2T\mu}{3\mu^2+\pi^2(kT)^2}.
\]

For electron doping, \(\mu\) falls towards the node. For hole doping, \(\mu\) is negative and rises towards it. At zero doping it stays at the node. The reason is visible in \(\langle(\mu+kTx)^3\rangle\): for \(\mu>0\), thermal smearing at fixed \(\mu\) would raise the net density, so \(\mu\) must fall to keep it constant.

### Low and high temperature

Define \(y=\mu/E_F\) and \(a=(\pi kT/E_F)^2\). The equation becomes

\[
y^3+ay=1.
\]

For small \(a\), put \(y=1+c_1a+c_2a^2+c_3a^3+c_4a^4+\cdots\). Successive powers give

\[
\begin{aligned}
3c_1+1&=0,\\
3c_2+3c_1^2+c_1&=0,\\
3c_3+6c_1c_2+c_1^3+c_2&=0,\\
3c_4+6c_1c_3+3c_2^2+3c_1^2c_2+c_3&=0.
\end{aligned}
\]

Therefore \(c_1=-1/3\), \(c_2=0\), \(c_3=1/81\) and \(c_4=1/243\). In particular,

\[
\mu\simeq E_F-\frac{\pi^2(kT)^2}{3E_F}.
\]

At \(a=0.05\), a root found from separate electron and hole integrals gives \((y-1+a/3)/a^3=0.012551\). The limiting value is \(1/81=0.012346\); including \(c_4\) multiplies it by \(1+a/3\) and accounts for the difference.

For large \(a\), rewrite the equation as \(y=(1-y^3)/a\). The first estimate is \(1/a\), and substituting it on the right gives

\[
y\simeq\frac1a-\frac1{a^4},
\qquad
\mu\simeq\frac{E_F^3}{\pi^2(kT)^2}.
\]

A natural scale for the change between the regimes is \(a=1\), or \(T^*=E_F/(\pi k)\), where \(y=0.682\). The leading laws \(1-a/3\) and \(1/a\) do not cross: at \(a=1\) the first is still only 2% too low, while the second is 47% too high. They are equally far from the root near \(a=1.7\), or \(T\simeq1.3\,T^*\).

## Worked example: a cadmium arsenide regime

The following rough parameters lie in the regime of the Dirac semimetal Cd₃As₂. Two spin-degenerate Dirac nodes count as \(g=4\) Weyl nodes. The in-plane velocity is \(1\times10^6\) m/s, the axial velocity is \(3\times10^5\) m/s, and the net electron doping is \(2\times10^{17}\) cm⁻³, or \(2\times10^{-4}\) nm⁻³.

The velocity product is

\[
(0.65821)^2(0.19746)=0.08555\ \text{eV}^3\,\text{nm}^3.
\]

Thus

\[
E_F=\left[\frac{6\pi^2(0.08555)(2\times10^{-4})}{4}\right]^{1/3}\text{eV}
=63.3\ \text{meV},
\]

and \(T^*=234\) K. At 300 K, \(kT=25.85\) meV and \(a=1.648\). The closed form gives

\[
\mu=93.8\,\sinh\left[\frac13\operatorname{arsinh}(1.228)\right]\text{meV}
=33.0\ \text{meV}.
\]

| \(T\) (K) | \(\mu\) (meV) | Low-\(T\) law (meV) | High-\(T\) law (meV) |
|---:|---:|---:|---:|
| 50 | 62.3 | 62.3 | 1382 |
| 100 | 59.4 | 59.4 | 346 |
| 200 | 48.2 | 47.8 | 86.4 |
| 300 | 33.0 | 28.5 | 38.4 |

These columns use the leading laws. At 300 K the low-temperature law is 13% below the cubic root and the high-temperature law is 16% above it, so neither replaces the full solution. The electron and hole densities are \(2.22\times10^{17}\) and \(2.21\times10^{16}\) cm⁻³. Their difference is the doping, while their sum is \(2.44\times10^{17}\) cm⁻³.

### How far the cone model can be trusted

The two Dirac cones, at \(k_z=\pm k_0\), must eventually merge. A simple model of this is

\[
E^2=(\hbar v_\perp k_\perp)^2+M^2,\qquad
M=S\left(\frac{k_z^2}{k_0^2}-1\right),
\]

with saddle energy \(S=\hbar v_zk_0/2\). At fixed \(k_z\) the enclosed disk has area \(\pi(E^2-M^2)/(\hbar v_\perp)^2\). Near either node, \(dk_z\) has magnitude \(dM/[\hbar v_z\sqrt{1+M/S}]\). For \(E\ll S\), expanding the root and dropping odd powers of \(M\) gives

\[
\frac{N_{\rm merge}}{N_{\rm linear}}
\simeq1+\frac{3}{8S^2}
\frac{\int_{-E}^{E}M^2(E^2-M^2)dM}{\int_{-E}^{E}(E^2-M^2)dM}
=1+\frac{3E^2}{40S^2}.
\]

Far above the saddle, \(k_z\) extends to about \(k_0\sqrt{E/S}\), so \(N_{\rm merge}\propto E^{5/2}\), which grows more slowly than the linear-cone \(E^3\).

At the same doping, \(k_0=0.5\), 1.0 and 1.5 nm⁻¹ give saddles at 49, 99 and 148 meV and \(\mu(300\,\text K)=33.9\), 30.4 and 31.1 meV. Relative to the linear cone, the changes are \(+2.9\%\), \(-7.8\%\) and \(-5.5\%\). The change of sign follows from

\[
n=\int_0^\infty N(E)[W(E-\mu)-W(E+\mu)]dE,
\]

whose bracket is positive for \(\mu>0\). Extra states lower the required \(\mu\); missing states raise it. For the smallest \(k_0\), the deficit at high energy outweighs the excess at low energy. The small net change there reflects cancellation, not a linear spectrum.

A tilt of 0.3 at fixed doping lowers \(E_F\) to 59.4 meV and \(\mu(300\,\text K)\) to 28.3 meV, 14% below the untilted value. If the hole velocities are 10% lower or higher than the electron velocities, \(\mu(300\,\text K)\) becomes 34.0 or 32.2 meV.

Unequal cones also limit the statement that \(\mu\) falls. If holes are slower by a factor \(s<1\), neutrality reads \(n=n_e-s^{-3}n_h\), with both densities computed using the electron velocity. At high temperature, fixed \(n\) becomes negligible beside \((kT)^3\), and \(n_e=s^{-3}n_h\) requires a positive constant \(\mu/kT\). The chemical potential then eventually rises with temperature. For the example's doping and electron velocities, its minimum lies near 730 K for \(s=0.9\), 430 K for \(s=0.7\) and 300 K for \(s=0.5\); in the last case \(\mu(300\,\text K)\) is 44 meV.

For real Cd₃As₂, the chosen doping is low compared with many bulk crystals, whose densities are roughly \(10^{18}\) cm⁻³ or more. The node separation is poorly known, and the real conduction and valence bands are not mirror images. A valence band much heavier than the conduction band away from the nodes is a far larger asymmetry than the 10% velocity change above, and it can stop or reverse the fall of \(\mu\) below room temperature, so the cone model does not fix even the sign of \(d\mu/dT\) at 300 K for a real crystal. At 300 K, energies up to \(\mu+5kT\), about 160 meV, still matter somewhat; this lies above all three model saddles. In the linear-cone model, 81%, 34% and 10% of the electrons at 300 K have energies above 49, 99 and 148 meV. The value of 33 meV is therefore a cone-model estimate. The separate variations above move it by up to about 5 meV, which is not a bound on the error for a real sample. A smaller node separation matters more: in the same merging model, \(k_0=0.3\) nm⁻¹ puts the saddle at 30 meV and raises \(\mu(300\,\text K)\) to about 41 meV. There, and already at \(k_0=0.5\) nm⁻¹, the saddle lies below \(E_F\), so the two pockets have merged even at zero temperature and the picture of separate cones no longer holds. Interactions, disorder, dopant freeze-out and thermal changes of the bands are left out. Further values for the worked example are in the numerical output.

## Values computed for the example and the checks

```
k-sum/formula, anisotropic untilted node: 1.000000000
k-sum/formula, tilt 0.3 with tilt factor: 1.000000000
thermal second moment <x^2>: 3.28986813
low-T coefficient of a^3 at a=0.05: 0.012551
value of 1/81: 0.012346
mu/E_F at a=1: 0.682328
number of Weyl nodes: 4
in-plane velocity: 1.00e+06 m/s
axial velocity: 3.00e+05 m/s
net electron doping: 2.00e+17 cm^-3
hbar*v in plane: 0.65821 eV nm
hbar*v along axis: 0.19746 eV nm
product (hbar*v)^3: 0.085550 eV^3 nm^3
E_F: 63.272 meV
crossover temperature T*: 233.72 K
T=50 K: kT=4.309 meV, a=0.04577, mu=62.307 meV, mu/E_F=0.98475
  leading low-T law=62.307 meV; leading high-T law=1382.465 meV
T=100 K: kT=8.617 meV, a=0.18307, mu=59.416 meV, mu/E_F=0.93906
  leading low-T law=59.411 meV; leading high-T law=345.616 meV
T=200 K: kT=17.235 meV, a=0.73228, mu=48.202 meV, mu/E_F=0.76182
  leading low-T law=47.828 meV; leading high-T law=86.404 meV
T=300 K: kT=25.852 meV, a=1.64764, mu=32.969 meV, mu/E_F=0.52107
  leading low-T law=28.522 meV; leading high-T law=38.402 meV
dmu/dT at 300 K: -0.14708 meV/K
electron density at 300 K: 2.2213e+17 cm^-3
hole density at 300 K: 2.2126e+16 cm^-3
total carrier density at 300 K: 2.4425e+17 cm^-3
merging cones, k0=0.5 nm^-1: saddle=49.37 meV, E_F=59.40 meV
  mu(100 K)=56.23 meV, mu(300 K)=33.91 meV, change from linear at 300 K=2.9 %
merging cones, k0=1.0 nm^-1: saddle=98.73 meV, E_F=62.56 meV
  mu(100 K)=58.28 meV, mu(300 K)=30.38 meV, change from linear at 300 K=-7.8 %
merging cones, k0=1.5 nm^-1: saddle=148.10 meV, E_F=62.97 meV
  mu(100 K)=58.98 meV, mu(300 K)=31.14 meV, change from linear at 300 K=-5.5 %
merging-model mesh shift at 300 K: 2.24e-08 meV
tilt 0.3: E_F=59.417 meV, mu(300 K)=28.347 meV
hole/electron velocity=0.9: mu(300 K)=33.976 meV
hole/electron velocity=1.1: mu(300 K)=32.237 meV
```
